# Adatom Diffusion on Triangular and Square Lattices from Hop Rates

## What dimensions and symmetry fix

An adatom sits on a perfect periodic surface. It jumps at rate $h$ to each of its $z$ nearest neighbours, all at distance $a$. The rate $h$ belongs to one direction, so the total escape rate is $zh$. The adatom is isolated: every neighbouring site is empty, and no other adatom changes its rates. It keeps no memory of earlier jumps.

The diffusion coefficient $D$ in two dimensions is defined by

$$\langle |\mathbf r(t)-\mathbf r(0)|^2\rangle = 4Dt .$$

$D$ has the dimension length²/time. The model contains one length, $a$, and one rate, $h$, so

$$D = C\,h a^2 ,$$

where $C$ is a pure number that depends on the lattice.

Symmetry explains why one number is enough. Let the displacement from the start be $(x,y)$, and write $M_{xx}=\langle x^2\rangle$, $M_{yy}=\langle y^2\rangle$, $M_{xy}=\langle xy\rangle$. A rotation that maps the lattice onto itself leaves these averages unchanged.

On the square lattice, a quarter turn sends $(x,y)$ to $(-y,x)$. Hence $M_{xx}=M_{yy}$ and $M_{xy}=-M_{xy}=0$.

On the triangular lattice, a turn by $60^\circ$ gives $x'=\tfrac12x-\tfrac{\sqrt3}{2}y$ and $y'=\tfrac{\sqrt3}{2}x+\tfrac12y$. The condition $\langle x'^2\rangle=M_{xx}$ reads

$$\tfrac14M_{xx}+\tfrac34M_{yy}-\tfrac{\sqrt3}{2}M_{xy}=M_{xx}
\;\Rightarrow\; M_{xy}=-\tfrac{\sqrt3}{2}(M_{xx}-M_{yy}).$$

The condition $\langle x'y'\rangle=M_{xy}$ reads

$$\tfrac{\sqrt3}{4}(M_{xx}-M_{yy})-\tfrac12M_{xy}=M_{xy}
\;\Rightarrow\; M_{xy}=\tfrac{\sqrt3}{6}(M_{xx}-M_{yy}).$$

The two agree only if $M_{xx}=M_{yy}$ and $M_{xy}=0$. On both lattices the mean square spread is therefore the same in every direction, and $\langle x^2\rangle=\langle y^2\rangle=2Dt$. What remains is to find $C$.

## First derivation: adding up the jumps

After $N$ jumps $\boldsymbol\ell_1,\dots,\boldsymbol\ell_N$ the displacement is their sum, and its square is

$$|\mathbf r_N|^2=\sum_{i=1}^{N}|\boldsymbol\ell_i|^2+2\sum_{i<j}\boldsymbol\ell_i\cdot\boldsymbol\ell_j .$$

Each term of the first sum equals $a^2$. For the second sum we need the average jump. The six jump vectors of the triangular lattice are

$$\pm a(1,0),\qquad \pm a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \pm a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),$$

and the four of the square lattice are $\pm a(1,0)$ and $\pm a(0,1)$. They come in opposite pairs and are equally likely, so $\langle\boldsymbol\ell_i\rangle=0$. Without memory, different jumps are independent:

$$\langle\boldsymbol\ell_i\cdot\boldsymbol\ell_j\rangle=\langle\boldsymbol\ell_i\rangle\cdot\langle\boldsymbol\ell_j\rangle=0\qquad(i\ne j).$$

The cross terms vanish on average, and $\langle|\mathbf r_N|^2\rangle=Na^2$.

Now the number of jumps must be turned into time. In a short interval $dt$ the adatom jumps with probability $zh\,dt$, whichever site it occupies; two jumps in the interval have a probability of order $dt^2$. Therefore $d\langle N\rangle/dt=zh$, and $\langle N\rangle=zht$. The jump directions do not depend on the number of jumps made, so we may average over $N$ afterwards:

$$\langle|\mathbf r|^2\rangle=a^2\langle N\rangle=zha^2t .$$

Comparison with $4Dt$ gives

$$D=\frac{z}{4}\,ha^2,\qquad
D_{\rm tri}=\tfrac32ha^2\;(z=6),\qquad
D_{\rm sq}=ha^2\;(z=4).$$

No long-time limit was taken, so the law holds from the first instant, when most adatoms have not yet moved.

## Second derivation: the decay of a density wave

Let $P(\mathbf r,t)$ be the probability that the adatom is at site $\mathbf r$. A site gains probability from its neighbours and loses it to them. With jump vectors $\mathbf d_i$, the master equation is

$$\frac{dP(\mathbf r)}{dt}=h\sum_{i=1}^{z}\left[P(\mathbf r-\mathbf d_i)-P(\mathbf r)\right].$$

Add to a uniform distribution a small wave $A(t)e^{i\mathbf k\cdot\mathbf r}$. The uniform part cancels in the bracket. Shifting the wave by $-\mathbf d_i$ multiplies it by $e^{-i\mathbf k\cdot\mathbf d_i}$, so

$$\frac{dA}{dt}=-\omega(\mathbf k)A,\qquad
\omega(\mathbf k)=h\sum_i\left(1-e^{-i\mathbf k\cdot\mathbf d_i}\right)=h\sum_i\left[1-\cos(\mathbf k\cdot\mathbf d_i)\right].$$

The imaginary parts cancel between opposite jumps. Fick's law, $\partial n/\partial t=D\nabla^2n$, makes the same wave decay at the rate $Dk^2$. We therefore read $D$ from $\omega$ at small $k$, using $1-\cos q=q^2/2-q^4/24+\dots$

**Triangular lattice.** Let $\theta_n=\varphi-n\pi/3$ be the angle between $\mathbf k$ and the jump number $n$, with $n=0,\dots,5$. Then $\mathbf k\cdot\mathbf d_n=ka\cos\theta_n$. We use

$$\cos^2\theta=\tfrac12+\tfrac12\cos2\theta,\qquad
\cos^4\theta=\tfrac38+\tfrac12\cos2\theta+\tfrac18\cos4\theta .$$

The angles $2\theta_n$ are spaced by $120^\circ$ and the angles $4\theta_n$ by $240^\circ$. In both cases the six cosines form two sets of three that are evenly spread round the circle, and each set sums to zero. Hence $\sum\cos^2\theta_n=3$ and $\sum\cos^4\theta_n=\tfrac94$, for any direction of $\mathbf k$. So

$$\omega=h\left[\frac{3k^2a^2}{2}-\frac{9}{4}\,\frac{k^4a^4}{24}+\dots\right]
=\tfrac32ha^2k^2\left(1-\frac{k^2a^2}{16}+\dots\right).$$

**Square lattice.** The four jumps give

$$\omega=2h\left[2-\cos(k_xa)-\cos(k_ya)\right]
=ha^2k^2-\frac{ha^4}{12}\left(k_x^4+k_y^4\right)+\dots$$

The leading terms again give $D_{\rm tri}=\tfrac32ha^2$ and $D_{\rm sq}=ha^2$.

The next terms show where Fick's law begins to fail. On the square lattice the relative correction is $-k^2a^2/12$ for a wave along an axis. Along a diagonal, $k_x^4+k_y^4=k^4/2$, and it is $-k^2a^2/24$. On the triangular lattice it is $-k^2a^2/16$ in every direction: to this order the triangular lattice hides its axes and the square lattice does not.

Diagonalizing the master equation on a periodic lattice of $20\times20$ sites tests these expansions. The slowest triangular wave has $ka=0.3628$, and its decay rate divided by $hk^2a^2$ is 1.48770, against 1.48766 from the expansion. For the square lattice, with $ka=0.3142$ along an axis, the two values are 0.99180 and 0.99178. Waves about 17 to 20 spacings long thus decay less than 1% more slowly than Fick's law predicts.

## What each derivation assumes

Both derivations assume a perfect lattice, equal rates in all directions and an isolated adatom. They differ in what else they need and in what they deliver.

The first uses two facts: the mean product of different jumps is zero, and the mean number of jumps grows as $zht$. The distribution of waiting times enters through $\langle N\rangle$ alone. The derivation also shows what memory would do. Suppose that each jump depends on the past only through the jump just before it, and is on average $c$ times that vector, with $-1<c<1$. Each further step then multiplies the average by another factor $c$, so $\langle\boldsymbol\ell_i\cdot\boldsymbol\ell_{i+m}\rangle=c^ma^2$, and for large $N$

$$\frac{\langle|\mathbf r_N|^2\rangle}{Na^2}\to1+2\sum_{m=1}^{\infty}c^m=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.$$

A tendency to jump back, $c<0$, lowers $D$; a tendency to run on, $c>0$, raises it.

The second derivation needs more at the start, because the master equation takes the jump rates to be constant and free of memory. It also needs long waves before a diffusion coefficient can be read off. In return it describes a density profile and gives the error of Fick's law at short wavelengths.

For an isolated adatom the two coefficients must agree. Multiply the master equation by $e^{-i\mathbf k\cdot\mathbf r}$ and sum over sites. For an adatom that starts at the origin this gives $\langle e^{-i\mathbf k\cdot\mathbf r}\rangle=e^{-\omega(\mathbf k)t}$. To second order in $k$, the left side is $1-\tfrac12\langle(\mathbf k\cdot\mathbf r)^2\rangle$ and the right side is $1-Dk^2t$. Hence $\langle(\mathbf k\cdot\mathbf r)^2\rangle=2Dk^2t$, which is the spread found from single jumps.

At finite coverage the agreement can be lost. Let adatoms interact solely by blocking occupied sites, and let $n_{\mathbf r}$ be 1 on an occupied site and 0 on an empty one. The mean net flow from $\mathbf r$ to a neighbour $\mathbf r'$ is

$$h\langle n_{\mathbf r}(1-n_{\mathbf r'})\rangle-h\langle n_{\mathbf r'}(1-n_{\mathbf r})\rangle
=h\left(\langle n_{\mathbf r}\rangle-\langle n_{\mathbf r'}\rangle\right).$$

The products cancel, so a density wave decays as before. A single marked adatom, however, finds some of its exits blocked and jumps less often. It also tends to jump back, because the site it has just left is more likely to be empty than the others; this acts like $c<0$ and lowers its $D$ further. At half coverage on the triangular lattice the jump rate falls to one half and the marked adatom's $D$ to about 0.4 of the isolated value. The word "isolated" is therefore needed for the first meaning of $D$.

## What is held fixed in the comparison

The ratio $3/2$ refers to equal $h$ and equal $a$. Other comparisons give other ratios.

If the total escape rate $\Gamma=zh$ is the same on both lattices, then $D=\tfrac z4\cdot\tfrac{\Gamma}{z}a^2=\Gamma a^2/4$ on both. The factor $3/2$ thus comes from the number of exits, six against four. A square-grid simulation reproduces the triangular $D$ at the same $a$ if its rate per direction is raised to $\tfrac32h$. For most wave directions it does not reproduce the short-wave corrections.

If instead $h$ and the number of sites per area, $\rho$, are the same, the spacings differ. A triangular site occupies the area $\tfrac{\sqrt3}{2}a^2$, so $a^2=2/(\sqrt3\rho)$ and $D_{\rm tri}=\sqrt3\,h/\rho$. A square site occupies $a^2=1/\rho$, so $D_{\rm sq}=h/\rho$. The ratio is then $\sqrt3$.

## Worked example: lithium on graphite

A lithium adatom on the basal plane of graphite sits over the centre of a carbon hexagon. The centres form a triangular lattice with six equivalent exits. Take the rough typical values $a=0.25$ nm, a barrier $E=0.30$ eV and a prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$ per direction. The temperature is 400 K, which lies within the range used for atomic layer deposition. Then $k_BT=0.03447$ eV, $E/k_BT=8.703$, and

$$h=\nu e^{-E/k_BT}=10^{13}\,e^{-8.703}\ \mathrm{s^{-1}}\approx1660\ \mathrm{\mu s^{-1}} .$$

The adatom stays on a site for $1/(6h)\approx100$ ps on average. Its diffusion coefficient is

$$D=\tfrac32\times1660\times(0.25)^2\approx156\ \mathrm{nm^2/\mu s}=1.56\times10^{-6}\ \mathrm{cm^2/s}.$$

After 1 µs the root-mean-square displacement is $\sqrt{4\times156\times1}\approx25$ nm. A square grid with the same $h$ and $a$ would give $D\approx104\ \mathrm{nm^2/\mu s}$, one third too low, and a displacement of about 20 nm.

Lattice Monte Carlo samples the same process. For each walker one draws an exponential waiting time of mean $1/(zh)$, then picks one of the $z$ jumps with equal chance, and repeats until the time is up. With 100,000 walkers followed for $5/h\approx3.01$ ns, the expected numbers of jumps are $6\times5=30$ and $4\times5=20$; the walks made 29.99 and 19.99. The averages of $r^2/(4t)$ are $155.65\pm0.50$ and $103.55\pm0.33\ \mathrm{nm^2/\mu s}$, where the uncertainties are standard errors. Both agree with the formulas within one standard error.

## How far the ideal model can be trusted here

**Barrier height.** An error of 0.05 eV changes $h$, and with it $D$, by the factor $e^{0.05/0.03447}\approx4.3$ up or down. This far exceeds the factor $3/2$ between the lattices; of the effects below, only long jumps at weak damping can approach it. The lattice factor still matters when one simulation is compared with another at fixed rates.

**Memory and long jumps.** For a sinusoidal profile $V=E\sin^2(\pi x/a)$ between neighbouring sites, the curvature is $V''=(2\pi^2E/a^2)\cos(2\pi x/a)$. At the minimum, with the lithium mass $m$, this gives $\omega_0=\sqrt{2\pi^2E/(ma^2)}$ and a vibration period of 0.173 ps. The residence time is 580 periods, but this alone does not make the jumps single and independent. An adatom that crosses a barrier must lose energy of order $k_BT$ before it reaches the next one. With a velocity damping time $\tau$, the loss over one spacing at the barrier energy is $\tau^{-1}\int\sqrt{2m(E-V)}\,dx=4E/(\omega_0\tau)$, which equals $k_BT$ at $\tau\approx1$ ps. Single jumps dominate only if $\tau$ is well below this value. If a fraction $f$ of the jumps has length $2a$ at unchanged total rate, the mean square jump length is $(1-f)a^2+4fa^2$, and $D$ is multiplied by $1+3f$. An assumed $f=0.05$ raises $D$ by 15%. This value is an illustration that suits strong damping only. In classical Langevin motion on a hexagonal potential with this profile along the path, $\tau=1$ ps makes about half of the jumps long, many of them longer than $2a$, lowers the escape rate, and raises $D$ by a factor of roughly 3. The damping time of lithium on graphite is not determined here.

**Tunnelling.** At the barrier top the curvature has the same size and the opposite sign. A parabolic barrier transmits at energy $\varepsilon k_BT$ above its top with probability $1/(1+e^{-2\pi\varepsilon/u})$, where $u=\hbar\omega_0/k_BT$. The thermal average, relative to classical crossing, follows with $s=e^{-2\pi\varepsilon/u}$:

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{s^{u/2\pi-1}}{1+s}\,ds
=\frac{u/2}{\sin(u/2)} .$$

The last step uses the standard integral $\int_0^\infty s^{p-1}/(1+s)\,ds=\pi/\sin(\pi p)$ for $0<p<1$. Here $u=0.693$, and tunnelling raises $h$ by about 2%. Quantum corrections to the vibrations in the well and across the path are left out; they too can amount to a few per cent here.

**Other adatoms.** Lithium gives up much of its outer electron to graphite. As an estimate, place two charges $e$ at height $b=0.17$ nm above an ideal conductor. Each is repelled by the other and attracted by the other's image, so at separation $R$

$$W=\frac{e^2}{4\pi\varepsilon_0}\left(\frac1R-\frac{1}{\sqrt{R^2+4b^2}}\right).$$

$W$ equals $k_BT$ at 1.3 nm and has fallen to 0.08 meV at 10 nm. Adatoms move, however, and at a mean spacing of 10 nm ($\rho=0.01\ \mathrm{nm^{-2}}$) they meet often. Treating them as Brownian particles with this repulsion, the $D$ of a marked adatom drops by only about 3%. A density wave decays faster by the factor $1+2B_2\rho\approx1.15$, where $B_2=\pi\int_0^\infty(1-e^{-W/k_BT})R\,dR\approx7.5\ \mathrm{nm^2}$. At this spacing the adatoms are isolated to a good approximation for the first meaning of $D$, less so for the second. Graphite screens less perfectly than an ideal conductor, so the true range may be longer.

**Real surfaces.** A clean, flat basal plane is a favourable case. Growth surfaces in atomic layer deposition carry ligands and defects, and many are not crystalline, so the rates vary from site to site and a single $h$ no longer describes them. Even on a clean crystal, terraces end. For a rough terrace width of 100 nm, the displacement reaches one width after $100^2/(4\times156)\approx16$ µs. Many adatoms meet an edge sooner: on a long straight terrace of width $L$, an adatom that starts at a random place reaches an edge after $L^2/(12D)\approx5$ µs on average. At short times the share that has reached an edge is $4\sqrt{Dt/\pi}/L$, already about 28% after 1 µs, and about half have arrived after 3 µs. From about a microsecond on the steps, where lithium may bind or enter between the layers, therefore increasingly control the motion, and $D=\tfrac32ha^2$ describes the travel between them. The numerical output lists the input values and most of the results used here.

## Calculated quantities

```
Master equation, triangular: D/(h a^2) = 1.500000
Master equation, square: D/(h a^2) = 1.000000
Periodic lattice for density waves: 20 x 20 sites
Triangular wave: k a = 0.3628
  decay rate/(h k^2 a^2): diagonalized 1.48770
  decay rate/(h k^2 a^2): expansion 1.48766
Square wave: k a = 0.3142
  decay rate/(h k^2 a^2): diagonalized 0.99180
  decay rate/(h k^2 a^2): expansion 0.99178
Site spacing a = 0.25 nm
Barrier E = 0.30 eV
Prefactor per direction = 1.0e+13 1/s
Temperature = 400 K
Thermal energy kT = 0.03447 eV
E/kT = 8.703
Rate per direction h = 1660.2 1/us
Mean residence time 1/(6h) = 100.4 ps
D triangular = 155.65 nm^2/us = 1.556e-06 cm^2/s
D square, same h and a = 103.76 nm^2/us
Square D relative to triangular = 0.6667
Time for rms displacement = 1.0 us
rms displacement, triangular = 24.95 nm
rms displacement, square, same h = 20.37 nm
Monte Carlo walkers per lattice = 100000
Monte Carlo duration = 3.012 ns
Mean hops per walker, triangular = 29.99
Mean hops per walker, square = 19.99
Monte Carlo D triangular = 155.65 +- 0.50 nm^2/us
Monte Carlo D square = 103.55 +- 0.33 nm^2/us
Assumed barrier error = 0.05 eV
  D changes by a factor 4.27 up or down
Assumed fraction of double-length jumps = 0.05
  D multiplied by 1.1500
Lithium mass = 6.94 u
Vibration period, sinusoidal profile = 0.173 ps
Residence time / vibration period = 580
u = hbar omega / kT = 0.693
Tunnelling factor on h = 1.0203
Tunnelling factor by quadrature = 1.0203
Ion height above conductor = 0.17 nm
Separation where repulsion equals kT = 1.32 nm
Repulsion at 10 nm = 0.0832 meV
Terrace width = 100 nm
Time for rms displacement of one terrace = 16.06 us
```
